# Vibrational Pair Interactions in a Harmonic Binary Chain

Two arrangements of the same atoms in an alloy differ in energy, and they also vibrate differently. If unlike neighbours are joined by stiffer springs than like neighbours, the product of the mode frequencies is larger for an ordered arrangement than for a separated one, and at temperatures high enough for the vibrations to be classical the ordered arrangement has less vibrational entropy. Heating can then oppose the order that the energy favours. To put this effect into a theory of alloy configurations, one needs the vibrational free energy as a function of the arrangement. Normal modes extend over many atoms, so it is not obvious that this function can be reduced to a count of neighbouring pairs. For a chain with three spring constants the reduction can be carried out in full.

## The chain and its classical free energy

Consider \(N\) atoms moving along a line, in a fixed order, with free ends. Atom \(i\) is of type A or B, with mass \(m_i\), position \(x_i\) and momentum \(p_i\). Bond \(b\) joins atoms \(b\) and \(b+1\). It has natural length \(a_b\) and stiffness \(k_b\), equal to \(k_{AA}\), \(k_{AB}\) or \(k_{BB}\) according to the atoms it joins. Boltzmann's constant is \(k_{\rm B}\), with a single subscript. The vibrational Hamiltonian is

\[
H=\sum_{i=1}^{N}\frac{p_i^2}{2m_i}+\sum_{b=1}^{N-1}\frac{k_b}{2}e_b^2,\qquad e_b=x_{b+1}-x_b-a_b. \tag{1}
\]

There is no applied tension, so every bond fluctuates about its own natural length. Atoms of different size therefore cause no misfit strain here, and the stiffness of a bond does not depend on more distant atoms.

The potential energy is already a sum over independent quantities, the extensions \(e_b\). Replace \((x_1,\ldots,x_N)\) by \((x_1,e_1,\ldots,e_{N-1})\). Since \(e_b\) contains \(x_{b+1}\) with coefficient 1 and otherwise only \(x_b\), the Jacobian matrix is triangular with ones on its diagonal. Next replace \(x_1\) by the centre of mass \(X\). At fixed extensions \(X\) equals \(x_1\) plus a constant, so this Jacobian is also 1.

Let \(X\) range over a length \(\ell\), the same for all arrangements. With Planck's constant \(h\), the Gaussian integrals give

\[
Z=\frac{\ell}{h^N}\prod_{i=1}^{N}(2\pi m_i k_{\rm B}T)^{1/2}\prod_{b=1}^{N-1}\left(\frac{2\pi k_{\rm B}T}{k_b}\right)^{1/2}. \tag{2}
\]

The masses enter through the product over all atoms, which is fixed by composition. Taking \(F=-k_{\rm B}T\ln Z\), the power \(k_b^{-1/2}\) becomes \(+\tfrac12\ln k_b\):

\[
F_{\rm vib}=\frac{k_{\rm B}T}{2}\sum_{b=1}^{N-1}\ln k_b+F_0(T,N_A,N_B). \tag{3}
\]

Here \(N_A\) and \(N_B\) are the numbers of atoms. Stiffnesses inside logarithms are measured in one fixed unit, whose choice changes only \(F_0\). Equation (3) holds for every arrangement and every stiffness contrast, provided the motion is classical and harmonic.

## The same result from the normal modes

The modes are collective, yet the product of their frequencies factorizes. Let \(u_i\) be the displacements from equilibrium, and write \(e=Cu\), where each row of the \((N-1)\times N\) matrix \(C\) contains one \(-1\) and one \(+1\). With diagonal matrices \(\kappa\) of stiffnesses and \(M\) of masses, the dynamical matrix is

\[
D=G^{\mathsf T}G,\qquad G=\kappa^{1/2}CM^{-1/2}. \tag{4}
\]

Its eigenvalues are the squared frequencies \(\omega_s^2\). One vanishes, for uniform translation. The others are the eigenvalues of \(GG^{\mathsf T}\), because \(G^{\mathsf T}G\) and \(GG^{\mathsf T}\) have the same nonzero spectrum. Hence

\[
\prod_{s}{}^{'}\omega_s^2=\det(GG^{\mathsf T})=\Big(\prod_b k_b\Big)\det(CM^{-1}C^{\mathsf T}), \tag{5}
\]

where the prime omits the zero mode. The last determinant follows from the Cauchy–Binet formula, as a sum over the column \(i\) deleted from \(C\). Deletion leaves two triangular blocks with diagonal entries \(\pm1\), so the squared minor is 1. Its mass factor is \(\prod_{j\ne i}m_j^{-1}=m_i/\prod_jm_j\). Therefore

\[
\prod_s{}^{'}\omega_s^2=\Big(\prod_b k_b\Big)\frac{\sum_i m_i}{\prod_i m_i}. \tag{6}
\]

The classical free energy of the modes, \(k_{\rm B}T\sum'_s\ln(\hbar\omega_s/k_{\rm B}T)\), thus contains \(\tfrac12k_{\rm B}T\sum_b\ln k_b\), in agreement with (3).

Closing the chain into a ring, at a length equal to the sum of the natural lengths, adds a bond and a constraint: the extensions must sum to zero. Now \(GG^{\mathsf T}\) is \(N\times N\) with one zero eigenvalue, and the product of the others is the sum of its principal minors of order \(N-1\). Deleting bond \(b\) leaves an open chain, to which (6) applies. Adding the minors gives

\[
\prod_s{}^{'}\omega_s^2=\Big(\prod_b k_b\Big)\Big(\sum_b\frac1{k_b}\Big)\frac{\sum_i m_i}{\prod_i m_i}. \tag{7}
\]

The extra free energy \(\tfrac12k_{\rm B}T\ln\sum_b k_b^{-1}\) is not a sum over bonds. However, \(\sum_b k_b^{-1}\) lies between \(N/k_{\max}\) and \(N/k_{\min}\), with \(k_{\max}\) and \(k_{\min}\) the largest and smallest stiffness. The extra term therefore grows as \(\ln N\), and its share per atom vanishes for a long ring. The bond sum consequently gives the free energy per atom of any infinite periodic chain.

## Counting bonds

Let \(N_{AA}\), \(N_{AB}\) and \(N_{BB}\) be the numbers of bonds, with \(N_{AB}\) including both orders AB and BA. Every atom has two bonds except the two end atoms, which have one each. If \(n_A\) and \(n_B\) of the chain ends are occupied by A and B, counting the bond ends attached to A gives \(2N_{AA}+N_{AB}=2N_A-n_A\), and similarly for B. Thus

\[
N_{AA}=N_A-\frac{n_A+N_{AB}}2,\qquad
N_{BB}=N_B-\frac{n_B+N_{AB}}2. \tag{8}
\]

Insert these into \(\sum_b\ln k_b=N_{AA}\ln k_{AA}+N_{BB}\ln k_{BB}+N_{AB}\ln k_{AB}\). The coefficient of \(N_{AB}\) is

\[
\ln k_{AB}-\tfrac12\ln(k_{AA}k_{BB})=-\tfrac12\ln R,\qquad
R=\frac{k_{AA}k_{BB}}{k_{AB}^2}. \tag{9}
\]

The factor \(k_{\rm B}T/2\) in (3) then gives

\[
F_{\rm vib}=N_{AB}\,v_{\rm vib}+\text{composition and end terms},\qquad
v_{\rm vib}=-\frac{k_{\rm B}T}{4}\ln R. \tag{10}
\]

This is the bond-proportion model: at fixed composition, the vibrational free energy is linear in the number of unlike bonds. The end terms do not grow with \(N\).

The numerical factor depends on how the interaction is defined. With bond free energies \(f_{ij}=\tfrac12k_{\rm B}T\ln k_{ij}\), the exchange combination is

\[
f_{AA}+f_{BB}-2f_{AB}=\frac{k_{\rm B}T}{2}\ln R=-2v_{\rm vib}. \tag{11}
\]

With \(\sigma_i=+1\) for A and \(-1\) for B, an unlike bond is counted by \((1-\sigma_i\sigma_{i+1})/2\). The arrangement-dependent part of (10) is then \(\tfrac18k_{\rm B}T\ln R\sum_i\sigma_i\sigma_{i+1}\), apart from end terms. These are three forms of one interaction.

The entropy per unlike bond is

\[
s_{AB}=-\frac{\partial v_{\rm vib}}{\partial T}=\frac{k_{\rm B}}4\ln R. \tag{12}
\]

Since \(Z\propto T^{N-1/2}\) in (2), the mean energy is \((N-\tfrac12)k_{\rm B}T\) for every arrangement, of which \((N-1)k_{\rm B}T\) belongs to the vibrations and \(\tfrac12k_{\rm B}T\) to the motion of the centre of mass. The interaction is therefore purely entropic. What matters is whether \(k_{AB}\) lies above or below the geometric mean \(\sqrt{k_{AA}k_{BB}}\). A stiffer AB bond gives \(R<1\) and opposes mixing. A softer one gives \(R>1\) and favours it. If \(k_{AB}\) equals the geometric mean, the classical interaction vanishes even when the two pure chains have very different frequencies.

At equal composition the alternating chain has one AB bond per atom and the random chain has one half. Hence

\[
\frac{S_{\rm ordered}-S_{\rm random}}N=\frac{k_{\rm B}}8\ln R \tag{13}
\]

for the vibrational entropy of a long chain.

## The first quantum correction

Equation (10) needs \(k_{\rm B}T\) to be large compared with the mode energies. To find how it begins to fail, set \(x_s=\hbar\omega_s/k_{\rm B}T\). The quantum free energy of the nonzero modes is \(k_{\rm B}T\sum'_s\ln[2\sinh(x_s/2)]\). With \(z=x/2\),

\[
\ln\frac{\sinh z}{z}
=\ln\!\left(1+\frac{z^2}{6}+\frac{z^4}{120}+\cdots\right)
=\frac{z^2}{6}+\left(\frac1{120}-\frac1{72}\right)z^4+\cdots, \tag{14}
\]

and the bracket equals \(-1/180\). Therefore

\[
\ln\!\left(2\sinh\frac x2\right)=\ln x+\frac{x^2}{24}-\frac{x^4}{2880}+\cdots. \tag{15}
\]

The term in \(x^2\) requires \(\sum_s\omega_s^2=\operatorname{tr}D\). Each bond adds its stiffness to the diagonal elements of its two atoms, so

\[
\operatorname{tr}D=\sum_b k_b\left(\frac1{m_b}+\frac1{m_{b+1}}\right). \tag{16}
\]

This is again a sum over bonds. Writing \(g_{ij}=k_{ij}(1/m_i+1/m_j)\) and using (8) as before, the correction per AB bond is

\[
v_{\rm q}=\frac{\hbar^2}{24k_{\rm B}T}\left[g_{AB}-\frac{g_{AA}+g_{BB}}2\right]. \tag{17}
\]

The masses now influence the preferred arrangement, but the interaction is still between nearest neighbours.

That form is lost at the next order. The trace of \(D^2\) contains the squared diagonal elements \((k_{i-1}+k_i)^2/m_i^2\), whose cross terms \(2k_{i-1}k_i/m_i^2\) depend on three successive atoms. Compare the repeating patterns AABBAABB and AAABBBAB, which have equal numbers of each bond. In the first, every A atom has one A and one B neighbour. In the second, two A atoms do, one has two A neighbours, and one has two B neighbours. The A atoms thus change \(\sum k_{i-1}k_i\) by \(k_{AA}^2+k_{AB}^2-2k_{AA}k_{AB}\), a perfect square, and the B atoms behave likewise. Per eight atoms, the second pattern minus the first gives

\[
\Delta\operatorname{tr}D^2=2\left[\frac{(k_{AA}-k_{AB})^2}{m_A^2}+\frac{(k_{BB}-k_{AB})^2}{m_B^2}\right]. \tag{18}
\]

This is positive unless all three stiffnesses are equal. By the sign of the quartic term in (15), the second pattern has the lower free energy at this order.

## Short-range order

Now let the atoms also exchange places until the arrangement is in equilibrium. Let \(w\) be the static energy of an AB bond relative to the mean of an AA and a BB bond. Integrating over classical vibrations leaves a nearest-neighbour model with

\[
v=w-\frac{k_{\rm B}T}{4}\ln R,\qquad
y=e^{-v/k_{\rm B}T}=R^{1/4}e^{-w/k_{\rm B}T}, \tag{19}
\]

where \(y\) is the statistical weight of an AB bond.

To set the fraction \(c\) of A atoms, give each atom a weight \(e^{h\sigma_i}\), where \(h\) is now a dimensionless field. Sharing this weight equally between the two bonds of an atom gives the transfer matrix

\[
\mathcal T=\begin{pmatrix}e^h&y\\ y&e^{-h}\end{pmatrix},\qquad
\lambda=\cosh h+r,\qquad r=\sqrt{\sinh^2h+y^2}, \tag{20}
\]

with \(\lambda\) the larger eigenvalue. For a long chain the logarithm of the configurational sum is \(N\ln\lambda\). Its derivative with respect to \(h\) gives the mean of \(\sigma\), and its derivative with respect to \(\ln y\) gives the fraction \(p\) of bonds that are AB:

\[
2c-1=\frac{\partial\ln\lambda}{\partial h}
=\frac{\sinh h\,(r+\cosh h)}{r\lambda}=\frac{\sinh h}{r},\qquad
p=\frac{y}{\lambda}\frac{\partial\lambda}{\partial y}=\frac{y^2}{r\lambda}. \tag{21}
\]

The field can be eliminated. Let \(\gamma=4c(1-c)=1-(2c-1)^2\). The first relation gives \(\sinh^2h=(1-\gamma)r^2\), and the definition of \(r\) then gives \(y^2=\gamma r^2\). Consequently

\[
p=\frac{\gamma r}{r+\cosh h}=\frac{\gamma}{1+\beta},\qquad \beta=\frac{\cosh h}{r}. \tag{22}
\]

Using \(\cosh^2h=1+(1-\gamma)r^2\) and \(1/r^2=\gamma/y^2\),

\[
\beta^2=\frac1{r^2}+1-\gamma=1+\gamma\,(y^{-2}-1). \tag{23}
\]

For \(y=1\), \(\beta=1\) and \(p=2c(1-c)\), the random value. At \(c=1/2\), \(\gamma=1\) and \(\beta=1/y\), so

\[
p=\frac{y}{1+y},\qquad \alpha=1-\frac{p}{2c(1-c)}=1-2p=\frac{1-y}{1+y}. \tag{24}
\]

The Warren–Cowley parameter \(\alpha\) is negative when unlike neighbours are preferred and positive when like neighbours are.

A static interaction loses its influence as \(T\to\infty\), but the vibrational factor \(R^{1/4}\) in \(y\) does not depend on temperature. It acts as a ratio of numbers of states. In this model the arrangement therefore does not become random at infinite temperature unless \(R=1\). This is a formal limit, since the harmonic description of a real solid fails long before it is reached.

Setting \(v=0\) gives the temperature at which energy and vibrational entropy cancel:

\[
T^*=\frac{4w}{k_{\rm B}\ln R}. \tag{25}
\]

It is positive when \(w\) and \(\ln R\) have the same sign. If both are negative, unlike neighbours are preferred below \(T^*\) and like neighbours above it. The change is smooth, because \(p\) is a smooth function of \(y\).

## A numerical case

Take model parameters \(k_{AA}=40\), \(k_{AB}=75\) and \(k_{BB}=90\) N/m, masses \(m_A=30\) u and \(m_B=60\) u, and \(w=-10\) meV. Then

\[
R=\frac{40\times90}{75^2}=0.640,\qquad \ln R=-0.4463,\qquad
\frac{v_{\rm vib}}{k_{\rm B}T}=\frac{0.4463}{4}=0.1116. \tag{26}
\]

The static energy favours AB bonds, while vibrations disfavour them. Each AB bond costs \(0.1116\,k_{\rm B}\) of entropy. By (13), the alternating chain has \(0.0558\,k_{\rm B}\) per atom less vibrational entropy than the random one. The repeating patterns AAB and AAABAB both have 2/3 of an AB bond per atom, and diagonalization gives both the same classical cost, \(0.0744\,k_{\rm B}T\) per atom relative to separated A and B.

At 1000 K, \(k_{\rm B}T=86.17\) meV and the classical interaction is \(0.11157\times86.17=9.61\) meV. The bracket in (17) is positive, and \(v_{\rm q}=0.12\) meV. Their sum, 9.73 meV, agrees with the full quantum difference between the alternating and the separated chains. At 300 K the classical value is 2.88 meV and the quantum one 3.26 meV. At 100 K they are 0.96 and 1.87 meV. There \(k_{\rm B}T\) is about 8.6 meV, while the largest mode energy in the alternating and pure chains is 44 meV. The classical law fails, and adding \(v_{\rm q}=1.16\) meV overshoots, giving 2.12 meV.

The triplet effect is much smaller. At 300 K the pattern AAABBBAB lies 0.00045 meV per atom below AABB, with the sign predicted by (18).

The classical reversal temperature is

\[
T^*=\frac{4\times(-10\ \text{meV})}{(0.08617\ \text{meV/K})\times(-0.4463)}=1040\ \text{K}. \tag{27}
\]

With quantum vibrations, the alternating and separated chains have equal free energy at 1028 K, when configurational entropy is left out of the comparison.

For classical vibrations at \(c=1/2\), equation (19) gives \(y=1.317\) at 300 K, so \(p=1.317/2.317=0.568\) and \(\alpha=-0.137\). At this temperature \(k_{\rm B}T=26\) meV lies below the largest mode energy, so these values are only approximate: using the quantum 3.26 meV in place of 2.88 meV as the cost of an AB bond gives \(y=1.298\) and \(\alpha=-0.130\). At 2000 K, \(p=0.487\) and \(\alpha=0.027\). In the formal infinite-temperature limit \(y=0.640^{1/4}=0.894\), which leaves \(p=0.472\) and \(\alpha=0.056\). The numerical check checks (6), (7), (10) and (17) against diagonalized spectra, (13) and (24) against a sum over all 1024 arrangements of ten atoms, and (22)–(23) at \(c=0.3\) against numerical derivatives of the transfer-matrix eigenvalue. For (18) it asserts only that the two traces differ, and prints the free-energy difference.

## What changes when bonds form loops

In the open chain the extensions are independent. In a lattice with loops they are not, and the determinant no longer factorizes. Consider a periodic square lattice with \(N\) atoms of equal mass, one scalar displacement per atom and \(2N\) nearest-neighbour springs. Its force-constant matrix is \(\Phi=\sum_b k_b c_bc_b^{\mathsf T}\), where the column \(c_b\) has entries \(+1\) and \(-1\) on the two atoms of bond \(b\). Uniform translation remains the zero mode for all stiffnesses. With \(\Phi^+\) the inverse on the space of the other modes, and \(\det'\) the product of the nonzero eigenvalues,

\[
\frac{\partial\ln\det{}'\Phi}{\partial\ln k_b}=k_b\,c_b^{\mathsf T}\Phi^+c_b,\qquad
\sum_b k_b\,c_b^{\mathsf T}\Phi^+c_b=\operatorname{tr}(\Phi^+\Phi)=N-1. \tag{28}
\]

When all springs are equal, symmetry makes the \(2N\) shares equal, so each is \((N-1)/(2N)\). To first order in the differences of \(\ln k_b\),

\[
\ln\det{}'\Phi\simeq\text{const}+\frac{N-1}{2N}\sum_b\ln k_b. \tag{29}
\]

For large \(N\) each bond carries half the weight it has in the chain. Since a bond count like (8) gives the same coefficient \(-\tfrac12\ln R\) for \(N_{AB}\), the first-order cost of an AB bond is \(-\tfrac18k_{\rm B}T\ln R\).

The neglected terms are of second order: for one random arrangement on a 6×6 lattice, halving the contrast in \(\ln k_b\), from one tenth to one twentieth of that in the numerical case, reduced the error of (29) by a factor of 4.00. At the full contrast of the numerical case, 93 arrangements with identical bond counts, taken from a sample of 400 random ones, had vibrational entropies spread over \(0.0028\,k_{\rm B}\) per atom. This range depends on the sample and shrinks on larger lattices, where random arrangements average over local patterns. A difference that persists appears between periodic patterns: alternating rows of A and B and a checkerboard of 2×2 blocks have the same bond counts, yet on a 16×16 lattice their entropies differ by about \(0.002\,k_{\rm B}\) per atom. Both the chain and this lattice take each stiffness to be fixed by the pair of atoms alone, so neither includes a dependence of stiffness on bond length or environment. Bond proportions are thus an approximation on this lattice, whereas for the open classical chain at fixed composition the three bond counts determine the arrangement dependence completely, and \(N_{AB}\) alone does so apart from the end terms.

## Computed results

```
kAA, kAB, kBB = 40, 75, 90 N/m
masses A, B = 30, 60 u
static energy w per AB bond = -10.0 meV
R = 0.6400, ln R = -0.44629
v_vib/kT per AB bond = 0.11157
Ising coefficient (1/8) ln R = -0.05579 kT
classical entropy per AB bond = -0.11157 k_B
quantum entropy, ordered minus separated, 1000 K = -0.11024 k_B/atom
S(ordered)-S(random), all-chain average = -0.05579 k_B/atom
crystal AB: AB bonds/atom 1.0000, F_vib cost 0.11157 kT/atom
crystal AABB: AB bonds/atom 0.5000, F_vib cost 0.05579 kT/atom
crystal AAB: AB bonds/atom 0.6667, F_vib cost 0.07438 kT/atom
crystal AAABAB: AB bonds/atom 0.6667, F_vib cost 0.07438 kT/atom
largest mode energy in A, B and AB chains = 44.24 meV
ordered minus separated vibrational free energy, meV/atom:
T=100 K: classical 0.9615, first quantum term 1.1564, exact 1.8698
T=300 K: classical 2.8844, first quantum term 0.3855, exact 3.2571
T=1000 K: classical 9.6145, first quantum term 0.1156, exact 9.7298
T=2000 K: classical 19.2290, first quantum term 0.0578, exact 19.2868
remainder ratio 1000 K / 2000 K (in units of kT) = 15.94
AAABBBAB minus AABB crystal, 300 K = -0.00045 meV/atom
classical reversal temperature T* = 1040.1 K
ordered/separated equality with quantum modes = 1028.4 K
classical vibrations, c = 1/2:
T=300.0 K: y=1.31685, p=0.56838, alpha=-0.13676
T=500.0 K: y=1.12808, p=0.53009, alpha=-0.06019
T=1000.0 K: y=1.00448, p=0.50112, alpha=-0.00224
T=1040.1 K: y=1.00000, p=0.50000, alpha=0.00000
T=2000.0 K: y=0.94786, p=0.48662, alpha=0.02677
T=inf K: y=0.89443, p=0.47214, alpha=0.05573
p at 500 K from sum over 1024 chains = 0.53009
p at c=0.3, 300 K from transfer matrix = 0.46596
square lattice: error ratio on halving contrast = 3.999
square lattice: 93 arrangements with equal bond counts
their vibrational entropy spread = 0.00275 k_B/atom
```
